\section*{Deformation Potential of a Free-Electron Metal from Neutrality and Thomas-Fermi Screening, part 1}

(Sections cited here and not found follow in the second part.)

\section{The long-wavelength deformation potential}

A calculation of phonon-limited resistivity in an interconnect metal needs a decision at the start: what potential does a slightly displaced ion lattice present to an electron? The Coulomb potential of the ions alone grows without limit as the wavelength of the displacement increases. A constant energy per unit strain is far easier to use, but its value and its range of validity must be known. For a free-electron metal, screening fixes this constant at two thirds of the Fermi energy. The derivation also shows at which phonon wavevectors the constant has to be replaced by a function.

\subsection{Conventions and the ion density}

Let an ion initially at $\mathbf r$ move to $\mathbf r+\mathbf u(\mathbf r)$. The dilation is
\begin{equation}
\Delta=\nabla\cdot\mathbf u ,
\label{eq:dilation}
\end{equation}
which is negative in compression. The metal has $n$ conduction electrons per unit volume and $Z$ per ion, so the unstrained ion density is $n/Z$. It is convenient to measure the ions by $n_+$, their number density multiplied by $Z$. Before the strain, $n_+=n$.

The electron charge is $-e$, with $e>0$. If $\phi$ is the electrostatic potential, an electron has potential energy $U=-e\phi$. The quantity sought is the coefficient $D$ in
\begin{equation}
U=D\,\Delta ,
\label{eq:defD}
\end{equation}
where $U$ is the change from the unstrained metal. This $U$ is the shift of the bottom of the band, because an electron of wavevector $\mathbf k$ in a slowly varying potential has energy $\hbar^2k^2/2m+U(\mathbf r)$.

The ions are conserved, so their density changes inversely with the volume they occupy. With $G_{ij}=\partial u_i/\partial r_j$, a small volume is multiplied by
\begin{equation}
\det(1+G)=1+\operatorname{tr}G
+\tfrac12\left[(\operatorname{tr}G)^2-\operatorname{tr}G^2\right]+\det G .
\label{eq:det}
\end{equation}
The trace of $G$ is $\Delta$, and the remaining terms are of second and third order in the displacement gradients. Hence, to first order,
\begin{equation}
n_+=\frac{n}{1+\Delta}\simeq n(1-\Delta),
\qquad \delta n_+=-n\Delta .
\label{eq:ions}
\end{equation}
Equation \eqref{eq:det} gives the density attached to the moving ions. Referring it to a fixed point in space changes the argument of $\Delta$ by $\mathbf u$, which is a second-order correction.

For a longitudinal wave $\mathbf u=\hat{\mathbf x}\,u_0\sin qx$, equation \eqref{eq:dilation} gives $\Delta=\Delta_0\cos qx$ with $\Delta_0=qu_0$. A transverse wave has $\mathbf u$ perpendicular to $\mathbf q$, so its divergence vanishes. In this model it produces no first-order change of density and no deformation potential at long wavelength.

\subsection{What it costs to compress the electrons}

Take periodic boundary conditions in a volume $V$. Each allowed wavevector occupies $(2\pi)^3/V$ in wavevector space and holds two electrons, one of each spin. At zero temperature the filled states form a sphere of radius $k_F$, so
\begin{equation}
n=\frac{2}{(2\pi)^3}\,\frac{4\pi k_F^3}{3}=\frac{k_F^3}{3\pi^2}.
\label{eq:count}
\end{equation}
The Fermi energy, measured from the bottom of the band, is therefore
\begin{equation}
E_F=\frac{\hbar^2k_F^2}{2m}
=\frac{\hbar^2}{2m}\,(3\pi^2n)^{2/3}.
\label{eq:EF}
\end{equation}
Taking the logarithm gives $\ln E_F=\tfrac23\ln n+\text{constant}$, and differentiation gives
\begin{equation}
\frac{dE_F}{d\ln n}=n\frac{dE_F}{dn}=\frac{2E_F}{3}.
\label{eq:twothirds}
\end{equation}
The factor $2/3$ comes from three-dimensional state counting combined with a parabolic band. The density of states at the Fermi energy, per unit volume and for both spins, follows by inversion:
\begin{equation}
g=\frac{dn}{dE_F}=\frac{3n}{2E_F}.
\label{eq:dos}
\end{equation}

The exponent can be seen in an explicit count. When the levels of a periodic cube were filled first with $120\,000$ and then with $600\,000$ electrons, the two highest filled energies gave an exponent of $0.6677$, against $0.6667$ from \eqref{eq:EF}. The level energies are proportional to integers, and the smaller filling ends near the integer $590$. A displacement of one unit there changes the logarithm of the energy by about $0.0017$ and the exponent by $0.0017/\ln5\simeq0.001$, which is the size of the difference found.

\subsection{Equilibrium and neutrality}

Let the strain vary slowly in space, over distances much greater than $1/k_F$, and slowly enough in time for the electrons to stay in equilibrium. The Thomas-Fermi approximation then applies the uniform-gas relation \eqref{eq:EF} at each point. Electrons flow until the highest filled total energy is the same everywhere:
\begin{equation}
E_F\bigl(n_e(\mathbf r)\bigr)+U(\mathbf r)=\mu .
\label{eq:equilibrium}
\end{equation}
Here $n_e$ is the electron density and $\mu$ the electrochemical potential. Choose the zero of $U$ so that its spatial average vanishes. Averaging the linearized equation over a wave that conserves the number of electrons gives $\delta\mu=0$ to first order. Equation \eqref{eq:equilibrium} then becomes
\begin{equation}
\frac{dE_F}{dn}\,\delta n_e+U=0,
\qquad\text{so}\qquad
\delta n_e=-gU .
\label{eq:TF}
\end{equation}
The minus sign says that electrons collect where their potential energy is low.

Local charge neutrality requires $\delta n_e=\delta n_+$. Inserting \eqref{eq:ions} on one side and \eqref{eq:TF} on the other gives
\begin{equation}
-gU=-n\Delta .
\label{eq:neutral}
\end{equation}
Division by $-g$ and use of \eqref{eq:dos} lead to
\begin{equation}
U=\frac{n}{g}\,\Delta=\frac{2E_F}{3}\,\Delta,
\qquad
D_0\equiv\frac{2E_F}{3}.
\label{eq:main}
\end{equation}
The symbol $D_0$ denotes the long-wavelength value of $D$. The ionic charge $Z$ enters through the electron density alone, and the details of the ion have disappeared.

In a compressed region $\Delta<0$, so $U<0$ and the bottom of the band falls. The extra electrons raise the local Fermi energy, measured from that bottom, by $-D_0\Delta>0$. The two changes cancel in \eqref{eq:equilibrium}. The deformation potential is thus the step in potential energy needed to hold a denser electron gas in equilibrium with a thinner one.

This picture also settles the case of uniform strain. The bulk of one isolated, uniformly compressed crystal does not define a zero of potential with which its band bottom could be compared. If a compressed and an unstrained piece of the same metal are in contact, \eqref{eq:equilibrium} holds across both, and the difference of their band bottoms is $D_0\Delta$.

A different question is how one numbered state moves. Under a uniform isotropic strain each side $L$ of the box becomes $L(1+\Delta/3)$. A state with fixed integer quantum numbers has $k\propto1/L$, so its kinetic energy $E_k$ changes by $-(2/3)E_k\Delta$. Adding the potential \eqref{eq:main} gives a total shift of $\tfrac23(E_F-E_k)\Delta$. This is $D_0\Delta$ at the bottom of the band and zero at the Fermi surface. The value $2E_F/3$ therefore describes the potential that acts on electrons at fixed $\mathbf k$, not the energy shift of a Fermi-surface state that is carried along with the strained box.

\subsection{Why neutrality is a good approximation}

If the metal were perfectly neutral at every point, there would be no charge to produce the potential $U$. Poisson's equation resolves the difficulty. With charge density $e(n_+-n_e)$ and $U=-e\phi$,
\begin{equation}
\nabla^2U=-e\nabla^2\phi
=\frac{e^2}{\varepsilon_0}\,(\delta n_+-\delta n_e).
\label{eq:poisson}
\end{equation}
For a wave of wavevector $q$, the Laplacian multiplies $U$ by $-q^2$. Substituting \eqref{eq:ions} and \eqref{eq:TF},
\begin{equation}
-q^2U=\frac{e^2}{\varepsilon_0}\,(-n\Delta+gU).
\label{eq:poissonq}
\end{equation}
Moving the term in $U$ to the left and changing all signs gives
\begin{equation}
\left(q^2+k_{TF}^2\right)U=\frac{e^2n}{\varepsilon_0}\,\Delta,
\qquad
k_{TF}^2=\frac{e^2g}{\varepsilon_0}.
\label{eq:screened}
\end{equation}
Since $e^2n/\varepsilon_0=k_{TF}^2\,n/g=k_{TF}^2D_0$, division yields
\begin{equation}
D(q)=\frac{U}{\Delta}=\frac{D_0}{1+q^2/k_{TF}^2}.
\label{eq:Dq}
\end{equation}
The limit $q\ll k_{TF}$ reproduces \eqref{eq:main}.

The electrons compensate the fraction $\delta n_e/\delta n_+=gU/(n\Delta)=D(q)/D_0$ of the ionic charge. What remains is
\begin{equation}
1-\frac{D(q)}{D_0}=\frac{q^2}{q^2+k_{TF}^2}.
\label{eq:residual}
\end{equation}
This vanishes as $q^2$, while Poisson's equation divides charge by $q^2$ to obtain potential. The product stays finite. Neutrality is therefore accurate for the densities at long wavelength, although the small remaining charge is the source of the whole deformation potential.

Without the electrons, \eqref{eq:screened} would contain no $k_{TF}^2$, and the bare potential would be
\begin{equation}
U_{\rm bare}=\frac{e^2n}{\varepsilon_0q^2}\,\Delta
=\left(1+\frac{k_{TF}^2}{q^2}\right)U .
\label{eq:bare}
\end{equation}
The bracket is the static Thomas-Fermi dielectric factor. It diverges in the same way as the bare potential, which is why their ratio has a finite limit.

\subsection{A wave of ten nanometres}

Aluminium suits the model because its conduction electrons are nearly free. Take $n=1.8\times10^{23}\ {\rm cm^{-3}}$ and $Z=3$. Equations \eqref{eq:count} and \eqref{eq:EF} give $k_F=17.47\ {\rm nm^{-1}}$ and $E_F=11.62$ eV. The result \eqref{eq:main} is then
\begin{equation}
D_0=\tfrac23\,(11.62\ {\rm eV})=7.75\ {\rm eV}
=1.24\times10^{-18}\ {\rm J}.
\label{eq:D0number}
\end{equation}
The density of states is $23.2\ {\rm eV^{-1}\,nm^{-3}}$, and \eqref{eq:screened} gives $k_{TF}=20.50\ {\rm nm^{-1}}$. The screening length $1/k_{TF}$ is $0.049$ nm.

Let the wavelength be $10$ nm and the dilation amplitude $\Delta_0=0.001$. Then $q=2\pi/10=0.628\ {\rm nm^{-1}}$, and the ions move by $u_0=\Delta_0/q=0.0016$ nm. From \eqref{eq:bare}, the dielectric factor is
\begin{equation}
1+\left(\frac{20.501}{0.62832}\right)^2=1066 .
\label{eq:epsnumber}
\end{equation}
The bare potential amplitude of $8.25$ eV is reduced to $8.25/1066=0.00774$ eV. At the crest of the compression $\Delta=-0.001$, so to first order in the strain the band bottom lies $0.00774$ eV below its unstrained position. By \eqref{eq:residual}, the uncompensated part of the ionic charge is $1/1066=9.4\times10^{-4}$.

The linearization can be tested by solving \eqref{eq:poisson} together with the full nonlinear relation \eqref{eq:equilibrium} on a grid of $256$ points per wavelength, with the same dilation amplitude of $0.001$. The values of $U/\Delta$ found for the Fourier component at the wavevector of the wave were $7.7498$, $7.7426$ and $7.0844$ eV at wavelengths of $100$, $10$ and $1$ nm. Equation \eqref{eq:Dq} reproduces each of them to within one part in $10^4$. Second-order terms feed a constant and the second harmonic, not this component, so the local value of $U/\Delta$ at a crest departs more, by the order of $\Delta_0$. At $1$ nm the constant $D_0$ is already too large by $9\%$ of the solved value, within Thomas-Fermi screening of point ions; the corrections treated in the next section change this figure.

Larger strains bring in the next order. For a neutral region strained along one direction, as in a longitudinal wave, the determinant \eqref{eq:det} is exactly $1+\Delta$. Then $n_e=n/(1+\Delta)$, and \eqref{eq:equilibrium} gives, apart from a second-order shift of $\mu$,
\begin{equation}
U=E_F\left[1-(1+\Delta)^{-2/3}\right]
=D_0\Delta\left(1-\tfrac56\Delta+\cdots\right).
\label{eq:nonlinear}
\end{equation}
The correction is about $0.08\%$ of the linear result at $|\Delta|=0.001$, and about $0.8\%$ at $|\Delta|=0.01$. Its coefficient depends on the form of the strain: for an isotropic strain the second-order terms of \eqref{eq:det} change $\tfrac56$ to $\tfrac12$.

\section{Range of validity and use in resistivity}

The second half uses the following results. A dilation $\Delta=\nabla\cdot\mathbf u$ changes the electron-equivalent ion density by $-n\Delta$. The electrons respond with $\delta n_e=-gU$, where $g=3n/(2E_F)$, and the potential per unit dilation is $D(q)=D_0/(1+q^2/k_{TF}^2)$ with $D_0=2E_F/3$. In the aluminium-like example $D_0=7.75$ eV, $k_F=17.47\ {\rm nm^{-1}}$ and $k_{TF}=20.50\ {\rm nm^{-1}}$. So far the electrons have interacted through the average electrostatic field, the ions have been point charges, and the response has been static.

\subsection{Exchange at long wavelength}

Exchange lowers the energy of an electron in the gas. For an electron at the Fermi surface, with wavevector $\mathbf p$ and $|\mathbf p|=k_F$, the first-order exchange energy is a sum over filled states of the same spin, weighted by the Fourier transform $e^2/(\varepsilon_0|\mathbf k-\mathbf p|^2)$ of the Coulomb energy:
\begin{equation}
v_x=-\frac{e^2}{\varepsilon_0}\int_{k<k_F}
\frac{d^3k}{(2\pi)^3}\,\frac{1}{|\mathbf k-\mathbf p|^2}.
\label{eq:vxint}
\end{equation}
Use spherical coordinates centred on $\mathbf p$. The volume element contains the square of the distance from $\mathbf p$, which cancels the denominator, so each direction contributes the length of its chord through the Fermi sphere. At an angle $\theta$ from the inward radius the chord is $2k_F\cos\theta$. The integral is $2\pi\int_0^1 2k_Fc\,dc=2\pi k_F$, with $c=\cos\theta$, and
\begin{equation}
v_x=-\frac{e^2k_F}{4\pi^2\varepsilon_0}\propto-n^{1/3}.
\label{eq:vx}
\end{equation}

In a local-density description this potential follows the local density. Write $U=U_H+\delta v_x$, where $U_H$ is the electrostatic part. Equilibrium still requires $E_F(n_e)$ plus the total potential to be constant, so \eqref{eq:TF} holds with the total $U$. Neutrality again gives $U=D_0\Delta$. From \eqref{eq:vx}, $\delta v_x=(v_x/3)(\delta n_e/n)=(|v_x|/3)\Delta$, and subtraction leaves
\begin{equation}
U_H=\left(\frac{2E_F}{3}-\frac{|v_x|}{3}\right)\Delta .
\label{eq:UH}
\end{equation}
Exchange changes the division of the potential, but not its sum in this limit. The same argument covers any additional potential that depends on the local density alone.

In the example $v_x=-8.01$ eV, and \eqref{eq:UH} gives $7.75-2.67=5.08$ eV for the electrostatic part. The grid calculation at $10$ nm, repeated with this exchange potential, gave $7.745$ eV for the total and $5.078$ eV for the electrostatic part. With point ions and exchange alone, the electrostatic potential thus carries about two thirds of the deformation potential. This division is not general. The ion core of radius $r_c$ introduced below adds a short-range term $-e^2nr_c^2\Delta/(2\varepsilon_0)$, about $-5.9\Delta$ eV for $r_c=0.06$ nm, which the point-charge electrostatic part must offset. Only the total is fixed at $D_0\Delta$.

For long waves, screening fixes the potential per unit dilation at $D_0=2E_F/3$, a total that local exchange leaves unchanged, and Thomas-Fermi screening of point ions lowers it at shorter wavelengths. It remains to treat the quantum response, the wavevectors that matter for resistivity, the ion cores, and the effects of temperature, ion motion and collisions.
